# Radial, gradient and angular momentum fields expanded in vector spherical harmonics, part 2

The task is to expand the fields $\mathbf nY_{JM}$, $r\nabla Y_{JM}$ and $\mathbf LY_{JM}$ in vector spherical harmonics, with coefficients independent of $M$. Here $\mathbf n=\mathbf r/r$, $\mathbf L=-i\hbar\,\mathbf r\times\nabla$, $u=x+iy$, $D=\mathbf r\cdot\nabla$, and $J$ is an integer. SI units are used, with $\hbar$ kept.

The scalar harmonics have Condon–Shortley phases, $r^LY_{LL}=(-1)^Lc_L\,u^L$ with $c_L>0$, so $Y_{11}=-\sqrt{3/8\pi}\,(n_x+in_y)$ and $Y_{10}=\sqrt{3/4\pi}\,n_z$. Also

$$\frac{c_{L+1}^2}{c_L^2}=\frac{2L+3}{2L+2},\qquad c_0^2=\frac1{4\pi},\quad c_1^2=\frac3{8\pi}.\tag{1}$$

$$\cos\theta\;Y_{JJ}=\frac{Y_{J+1,J}}{\sqrt{2J+3}}.\tag{2}$$

$$L^2=-\hbar^2\left[r^2\nabla^2-D(D+1)\right].\tag{3}$$

By (3), a function homogeneous of degree $k$ is harmonic for $r\ne0$ exactly when $L^2=\hbar^2k(k+1)$ on it.

The spherical unit vectors are $\mathbf e_{\pm1}=\mp(\hat{\mathbf x}\pm i\hat{\mathbf y})/\sqrt2$ and $\mathbf e_0=\hat{\mathbf z}$. With $\mathbf J=\mathbf L+\mathbf S$, where $\mathbf S$ is the spin 1 of the vector index, the orthonormal eigenfields of $J^2$, $L^2$, $J_z$ are

$$\mathbf Y_{JLM}(\mathbf n)=\sum_{q=-1}^{1}\langle L,M-q;1,q|JM\rangle\;Y_{L,M-q}(\mathbf n)\,\mathbf e_q,\qquad|J-1|\le L\le J+1 .$$

Their components have parity $(-1)^L$, and $J_-\mathbf Y_{JLM}=\hbar\sqrt{(J+M)(J-M+1)}\,\mathbf Y_{JL,M-1}$. Coupling the spin first gives $(-1)^{L+1-J}\mathbf Y_{JLM}$ instead. At $M=J$, $\mathbf Y_{JLJ}=\sum_qa_qY_{L,J-q}\mathbf e_q$, with $a_1=1$ alone for $L=J-1$, and

$$a_0=-\sqrt{\frac{2J+1}{(J+1)(2J+3)}}\qquad(L=J+1).\tag{5}$$

The fields $\mathbf nY_{JM}$ and $r\nabla Y_{JM}$ use only $L=J\pm1$ and are orthogonal at each point. The norms are

$$\int|\mathbf nY_{JM}|^2d\Omega=1,\qquad\int|r\nabla Y_{JM}|^2d\Omega=\frac1{\hbar^2}\int|\mathbf LY_{JM}|^2d\Omega=J(J+1).\tag{7}$$

The third field is already known: $\mathbf LY_{JM}=\hbar\sqrt{J(J+1)}\,\mathbf Y_{JJM}$ for $J\ge1$. Two special cases serve as checks: $\mathbf nY_{00}=-\mathbf Y_{010}$ (section 4) and $\mathbf nY_{11}+r\nabla Y_{11}=\sqrt3\,\mathbf Y_{101}$ (section 5).

## 9. The two pure combinations

*The regular solution.* $r^JY_{JM}$ is homogeneous of degree $J$ with $L^2=\hbar^2J(J+1)$, hence harmonic by (3). Each $\partial_i$ commutes with $\nabla^2$ and lowers the degree by one, so the components of the gradient are harmonic of degree $J-1$, which by (3) means pure $L=J-1$. The product rule gives $\nabla(r^JY_{JM})=r^{J-1}(J\mathbf nY_{JM}+r\nabla Y_{JM})$, so

$$J\,\mathbf nY_{JM}+r\nabla Y_{JM}=\alpha\,\mathbf Y_{J,J-1,M}.\tag{8}$$

By (7) and the pointwise orthogonality, $|\alpha|^2=J^2+J(J+1)=J(2J+1)$. For the phase take $M=J$. With $\nabla u=\hat{\mathbf x}+i\hat{\mathbf y}=-\sqrt2\,\mathbf e_{+1}$,

$$\nabla(r^JY_{JJ})=(-1)^Jc_JJu^{J-1}(-\sqrt2)\mathbf e_{+1}=\sqrt2J\frac{c_J}{c_{J-1}}\;r^{J-1}Y_{J-1,J-1}\,\mathbf e_{+1}.$$

The extra minus sign turns $(-1)^J$ into the $(-1)^{J-1}$ required by $Y_{J-1,J-1}$. As $\mathbf Y_{J,J-1,J}=Y_{J-1,J-1}\mathbf e_{+1}$, equation (1) gives $\alpha=\sqrt2J\sqrt{(2J+1)/2J}=+\sqrt{J(2J+1)}$, the same magnitude by a second route. For $J=1$ it is the $\sqrt3$ of section 5.

*The irregular solution.* $r^{-J-1}Y_{JM}$ has $k(k+1)=(-J-1)(-J)=J(J+1)$ and is harmonic for $r\ne0$. The components of its gradient are harmonic of degree $k=-J-2$, with $k(k+1)=(J+1)(J+2)$, which is pure $L=J+1$. The product rule gives $r^{-J-2}[-(J+1)\mathbf nY_{JM}+r\nabla Y_{JM}]$, so

$$-(J+1)\,\mathbf nY_{JM}+r\nabla Y_{JM}=\beta\,\mathbf Y_{J,J+1,M},\tag{9}$$

with $|\beta|^2=(J+1)^2+J(J+1)=(J+1)(2J+1)$. At $M=J$, write $r^{-J-1}Y_{JJ}=(-1)^Jc_Ju^Jr^{-2J-1}$. Only the power of $r$ depends on $z$, and $\partial_zr^{-2J-1}=-(2J+1)z\,r^{-2J-3}$. The $z$ component of the left side of (9) is therefore $-(2J+1)\cos\theta\,Y_{JJ}=-(2J+1)Y_{J+1,J}/\sqrt{2J+3}$ by (2). The right side has $z$ component $\beta a_0Y_{J+1,J}$ with the negative $a_0$ of (5). The two minus signs cancel:

$$\beta=\frac{2J+1}{\sqrt{2J+3}}\sqrt{\frac{(J+1)(2J+3)}{2J+1}}=+\sqrt{(J+1)(2J+1)} .$$

For $J=0$ equation (9) reads $-\mathbf nY_{00}=\mathbf Y_{010}$, as found in section 4.

## 10. The result

Subtracting (9) from (8) removes the gradient: $(2J+1)\mathbf nY_{JM}=\alpha\mathbf Y_{J,J-1,M}-\beta\mathbf Y_{J,J+1,M}$. Adding $(J+1)$ times (8) to $J$ times (9) removes the radial field: $(2J+1)r\nabla Y_{JM}=(J+1)\alpha\mathbf Y_{J,J-1,M}+J\beta\mathbf Y_{J,J+1,M}$. Define

$$p=\sqrt{\frac J{2J+1}},\qquad s=\sqrt{\frac{J+1}{2J+1}},\qquad p^2+s^2=1 .$$

Then $\alpha/(2J+1)=p$ and $\beta/(2J+1)=s$, while $(J+1)p=\sqrt{J(J+1)}\,s$ and $Js=\sqrt{J(J+1)}\,p$, as squaring shows. For integer $J\ge1$ and all $M$,

$$\mathbf nY_{JM}=\sqrt{\frac J{2J+1}}\;\mathbf Y_{J,J-1,M}-\sqrt{\frac{J+1}{2J+1}}\;\mathbf Y_{J,J+1,M},\tag{10}$$

$$r\nabla Y_{JM}=\sqrt{J(J+1)}\left[\sqrt{\frac{J+1}{2J+1}}\;\mathbf Y_{J,J-1,M}+\sqrt{\frac J{2J+1}}\;\mathbf Y_{J,J+1,M}\right],\tag{11}$$

$$\mathbf LY_{JM}=\hbar\sqrt{J(J+1)}\;\mathbf Y_{JJM}.\tag{12}$$

For $J=0$ the terms with $L=-1$ and $L=0$ do not exist, and their coefficients vanish.

*Tests.* The squared coefficients sum to $1$ in (10) and to $J(J+1)$ in (11), as (7) requires. The product of the two fields is $\sqrt{J(J+1)}\,(ps-sp)=0$. The unit fields $\mathbf nY_{JM}$ and $\mathbf T_{JM}=r\nabla Y_{JM}/\sqrt{J(J+1)}$ arise from the pair $L=J\mp1$ by a real rotation matrix with rows $(p,-s)$ and $(s,p)$, which is inverted by its transpose:

$$\mathbf Y_{J,J-1,M}=p\,\mathbf nY_{JM}+s\,\mathbf T_{JM},\qquad\mathbf Y_{J,J+1,M}=-s\,\mathbf nY_{JM}+p\,\mathbf T_{JM}.$$

The radial components follow: $\mathbf n\cdot\mathbf Y_{J,J-1,M}=pY_{JM}$, $\mathbf n\cdot\mathbf Y_{J,J+1,M}=-sY_{JM}$, $\mathbf n\cdot\mathbf Y_{JJM}=0$. For large $J$ both $p$ and $s$ tend to $1/\sqrt2$, with $s^2-p^2=1/(2J+1)$. The coefficients of $L=J-1$ and $L=J+1$ in (10) and (11), and of $L=J$ in (12) in units of $\hbar$, evaluate to:

| $J$ | $\mathbf nY$ | $r\nabla Y$ | $\mathbf LY$ |
|---|---|---|---|
| 1 | $0.5774,\ -0.8165$ | $1.1547,\ 0.8165$ | $1.4142$ |
| 2 | $0.6325,\ -0.7746$ | $1.8974,\ 1.5492$ | $2.4495$ |
| 3 | $0.6547,\ -0.7559$ | $2.6186,\ 2.2678$ | $3.4641$ |

With spin-first coupling, (10) and (11) stand and (12) changes sign. Under inversion a polar vector field transforms as $\mathbf A(\mathbf r)\to-\mathbf A(-\mathbf r)$, so as polar fields the harmonics with $L=J\pm1$ have parity $(-1)^J$ and $\mathbf Y_{JJM}$ has $(-1)^{J+1}$. The polar fields $\mathbf nY_{JM}$ and $r\nabla Y_{JM}$ thus have the parity $(-1)^J$ of the scalar $Y_{JM}$, and $\mathbf LY_{JM}$, read as a polar field, has the opposite parity.

## 11. The gradient formula

For a differentiable radial function, $\nabla(fY_{JM})=f'\,\mathbf nY_{JM}+(f/r)\,r\nabla Y_{JM}$. Inserting (10) and (11), the latter with coefficients written as $(J+1)p$ and $Js$,

$$\nabla(fY_{JM})=p\left(f'+\frac{J+1}rf\right)\mathbf Y_{J,J-1,M}-s\left(f'-\frac Jrf\right)\mathbf Y_{J,J+1,M}.\tag{13}$$

*Tests.* For $f=r^J$ the second bracket vanishes and the first is $(2J+1)r^{J-1}$, with $(2J+1)p=\alpha$, which is (8). For $f=r^{-J-1}$ the first bracket vanishes and the second is $-(2J+1)r^{-J-2}$, which gives (9). For a regular state, $f\propto r^J$ near the origin, the $L=J-1$ part dominates there when $J\geq1$. Equation (13) holds pointwise for $r>0$. If $f$ is singular enough that the gradient is not integrable at the origin, as for $f=r^{-J-1}$ with $J\ge1$, terms concentrated at $r=0$ are not described by it. It applies to a scalar function times an integer-$J$ harmonic; spinor states need a further coupling. Since $\mathbf p=-i\hbar\nabla$, (13) contains the rule that the momentum operator connects orbital angular momentum $J$ only to $J\pm1$.

## 12. Kinetic energy split in two ways

Let $\psi=R(r)Y_{JM}$ be normalized, with $R$ real, and $T=\frac{\hbar^2}{2m}\int|\nabla\psi|^2d^3r$. Orthonormality of the $\mathbf Y_{JLM}$ in (13) gives $T=T_{J-1}+T_{J+1}$ with

$$T_{J-1}=\frac{\hbar^2}{2m}p^2\!\int\!\Big(R'+\frac{J+1}rR\Big)^2r^2dr,\qquad T_{J+1}=\frac{\hbar^2}{2m}s^2\!\int\!\Big(R'-\frac JrR\Big)^2r^2dr .$$

The split by direction uses (7): $T_{\rm rad}=\frac{\hbar^2}{2m}\int R'^2r^2dr$ and $T_{\rm tan}=\frac{\hbar^2}{2m}J(J+1)\langle r^{-2}\rangle$. The two agree at every radius. In the sum of the channel integrands the $R'^2$ terms give $p^2+s^2=1$, the cross terms give $2[p^2(J+1)-s^2J]RR'/r=0$, and the $R^2/r^2$ terms give $[J(J+1)^2+(J+1)J^2]/(2J+1)=J(J+1)$.

The two radial integrals in the channel energies are equal. The difference of their integrands is $2(2J+1)\,rRR'+[(J+1)^2-J^2]R^2=(2J+1)\,(rR^2)'$, which integrates to zero when $rR^2$ vanishes at $r=0$ and at infinity. Hence, for every such $R$ with finite $T$,

$$T_{J-1}=\frac J{2J+1}\,T,\qquad T_{J+1}=\frac{J+1}{2J+1}\,T.\tag{14}$$

The channel fractions are fixed by $J$ alone. For $J\ge1$ the split into radial and tangential parts depends on $R$; for $J=0$ the tangential part is zero.

## 13. Worked example: the lowest d state of a harmonic trap

The model is a nonrelativistic spinless electron, $m=9.109384\times10^{-31}$ kg, in the potential $\frac12m\omega^2r^2$, with the oscillator length chosen as $a=1.0\times10^{-9}$ m. With $\hbar=1.054572\times10^{-34}$ J s,

$$\omega=\frac\hbar{ma^2}=1.15768\times10^{14}\ \mathrm{s^{-1}},\qquad\hbar\omega=1.22085\times10^{-20}\ \mathrm J,$$

and the energy unit is $E_0=\hbar^2/2ma^2=\hbar\omega/2=6.10426\times10^{-21}$ J $=38.10$ meV.

*The state.* Take $\psi=R\,Y_{21}$ with $R=Nr^2e^{-r^2/2a^2}$. Equation (2) gives $Y_{21}=\sqrt5\cos\theta\,Y_{11}=-k\,n_z(n_x+in_y)$ with $k=\sqrt{15/8\pi}$. Write $\psi=NPg$ with $P=r^2Y_{21}$ harmonic of degree 2 and $g=e^{-r^2/2a^2}$. From $\nabla g=-\mathbf rg/a^2$, $\nabla^2g=(r^2/a^4-3/a^2)g$ and $2\nabla P\cdot\nabla g=-2(DP)g/a^2=-4Pg/a^2$,

$$\nabla^2\psi=\left(\frac{r^2}{a^4}-\frac7{a^2}\right)\psi .$$

Since $\frac12m\omega^2=\hbar^2/2ma^4$, the $r^2$ terms cancel in the Hamiltonian and the energy is $7E_0=\frac72\hbar\omega$. The integral $\int_0^\infty r^{2n}e^{-r^2/a^2}dr=\frac12\Gamma(n+\frac12)\,a^{2n+1}$ gives $N^2=2/[\Gamma(\frac72)a^7]$ with $\Gamma(\frac72)=15\sqrt\pi/8$, so $Na^{7/2}=0.775759$ and $N=2.45317\times10^{31}\ \mathrm{m^{-7/2}}$. It also gives $\langle r^2\rangle=a^2\Gamma(\frac92)/\Gamma(\frac72)=\frac72a^2=3.5\times10^{-18}\ \mathrm{m^2}$ and $\langle r^{-2}\rangle=a^{-2}\Gamma(\frac52)/\Gamma(\frac72)=\frac25a^{-2}=4.0\times10^{17}\ \mathrm{m^{-2}}$.

*The harmonics at one direction.* Take $\theta=60^\circ$, $\varphi=0$, so $\mathbf n=(\frac{\sqrt3}2,0,\frac12)$ and $Y_{21}=-k\sqrt3/4=-0.334523$. The $L=1$ field comes from the definition. Lowering $\mathbf Y_{212}=Y_{11}\mathbf e_{+1}$ gives $J_-\mathbf Y_{212}=\sqrt2\hbar(Y_{10}\mathbf e_{+1}+Y_{11}\mathbf e_0)$, and the ladder factor is $2\hbar$, so

$$\mathbf Y_{211}=\frac{Y_{10}\mathbf e_{+1}+Y_{11}\mathbf e_0}{\sqrt2}=-\sqrt{\frac3{16\pi}}\,\big(n_z,\ in_z,\ n_x+in_y\big).$$

This tests (8) at $M\ne J$: $\nabla(-kzu)=-k(z,iz,u)$, and $k/\sqrt{10}=\sqrt{3/16\pi}$ with $\alpha=\sqrt{10}$. At the chosen direction $\mathbf Y_{211}=(-0.122151,\,-0.122151\,i,\,-0.211571)$.

The other two are taken from the results. Equation (10), multiplied by 5, reads $\sqrt{15}\,\mathbf Y_{231}=\sqrt{10}\,\mathbf Y_{211}-5\mathbf nY_{21}$. Here $\sqrt{10}\,\mathbf Y_{211}=-k(\frac12,\frac i2,\frac{\sqrt3}2)$ and $-5\mathbf nY_{21}=k(\frac{15}8,0,\frac{5\sqrt3}8)$, and $k/\sqrt{15}=1/\sqrt{8\pi}$, so

$$\mathbf Y_{231}=\frac1{\sqrt{8\pi}}\Big(\frac{11}8,-\frac i2,\frac{\sqrt3}8\Big)=(0.274273,\,-0.099736\,i,\,0.043187).$$

Equations (12) and (8) give $\sqrt6\,\mathbf Y_{221}=-i\,\mathbf n\times\sqrt{10}\,\mathbf Y_{211}$, the radial term dropping out of the cross product. With $\mathbf n\times(\frac12,\frac i2,\frac{\sqrt3}2)=(-\frac i4,-\frac12,\frac{i\sqrt3}4)$,

$$\mathbf Y_{221}=\frac k{\sqrt6}\Big(\frac14,-\frac i2,-\frac{\sqrt3}4\Big)=(0.078848,\,-0.157696\,i,\,-0.136569).$$

Its $z$ component equals $MY_{21}/\sqrt6=-0.334523/2.449490=-0.136569$, as $L_zY_{21}=\hbar Y_{21}$ demands.

*The gradient at $r=1.5\times10^{-9}$ m.* Wave functions are given in units of $a^{-3/2}=3.16228\times10^{13}\ \mathrm{m^{-3/2}}$ and gradients in units of $a^{-5/2}=3.16228\times10^{22}\ \mathrm{m^{-5/2}}$, lengths in units of $a$. Then $R=0.775759\times\frac94\,e^{-9/8}=0.566667$, $\psi=RY_{21}=-0.189563$, and $R'=R(2/r-r)=R(\frac43-\frac32)=-R/6=-0.094445$. The brackets of (13) are $R'+3R/r=R(5/r-r)=\frac{11}6R$ and $R'-2R/r=-rR=-\frac32R$, so the coefficients are

$$L=1:\ 0.632456\times\tfrac{11}6\times0.566667=0.657052,\qquad L=3:\ 0.774597\times\tfrac32\times0.566667=0.658408 .$$

Component by component,

$$\partial_x\psi=0.657052\,(-0.122151)+0.658408\,(0.274273)=0.100324,$$

$$\partial_y\psi=0.657052\,(-0.122151\,i)+0.658408\,(-0.099736\,i)=-0.145926\,i,$$

$$\partial_z\psi=0.657052\,(-0.211571)+0.658408\,(0.043187)=-0.110579 .$$

Direct differentiation of $\psi\propto z(x+iy)e^{-r^2/2}$ at $x=\frac{3\sqrt3}4$, $y=0$, $z=\frac34$ gives $\partial_x\psi=\psi(1/x-x)=-\frac{11}{12\sqrt3}\psi$, $\partial_y\psi=i\psi/x=\frac{4i}{3\sqrt3}\psi$ and $\partial_z\psi=\psi(1/z-z)=\frac7{12}\psi$. With $\psi=-0.189563$ these are the same three numbers.

*The current.* In $\mathbf j=\frac\hbar m\,\mathrm{Im}(\psi^*\nabla\psi)$ the wave function is real at this point and only $\partial_y\psi$ is imaginary, so the current points along $\hat{\mathbf y}$, which is the azimuthal direction at $\varphi=0$. The unit is $\hbar/ma^4=\omega/a^2$:

$$j_\varphi=\frac{1.15768\times10^{14}\ \mathrm{s^{-1}}}{(1.0\times10^{-9}\ \mathrm m)^2}\times0.189563\times0.145926=3.202\times10^{30}\ \mathrm{m^{-2}s^{-1}} .$$

Because $\partial_y\psi=i\psi/x$ and $x=r\sin\theta$ here, this equals $\hbar M|\psi|^2/(mr\sin\theta)$ with $M=1$. The radial term $R'R|Y_{21}|^2\mathbf n$ is real and carries no current; all of it comes from the surface gradient.

*The kinetic energy.* With the moments above, in units of $E_0$,

$$T_{1}=\tfrac25\langle(5/r-r)^2\rangle=\tfrac25\left(25\cdot\tfrac25-10+\tfrac72\right)=\tfrac75,\qquad T_3=\tfrac35\langle r^2\rangle=\tfrac{21}{10},$$

$$T_{\rm rad}=\langle(2/r-r)^2\rangle=4\cdot\tfrac25-4+\tfrac72=\tfrac{11}{10},\qquad T_{\rm tan}=6\cdot\tfrac25=\tfrac{12}5 .$$

Both radial averages in the first line equal $\frac72$, so the fractions are $0.4$ and $0.6$, which is (14) for $J=2$. Multiplying by $E_0$, the $L=1$ channel holds $8.546\times10^{-21}$ J ($53.34$ meV), the $L=3$ channel holds $1.2819\times10^{-20}$ J ($80.01$ meV), and the $L=2$ channel is empty by parity. The radial part is $6.715\times10^{-21}$ J ($41.91$ meV) and the tangential part $1.4650\times10^{-20}$ J ($91.44$ meV). Each pair adds to $\frac72E_0$. The Laplacian found above gives the total without any vector harmonic, $T=E_0\langle7-r^2/a^2\rangle=\frac72E_0$, so

$$T=3.5\times6.10426\times10^{-21}\ \mathrm J=2.1365\times10^{-20}\ \mathrm J=133.35\ \mathrm{meV}=1.75\,\hbar\omega ,$$

half of the total energy $\frac72\hbar\omega$, the other half being the potential energy $E_0\langle r^2\rangle/a^2$.

All numerical values are calculated from the stated model.
